\section*{Zero-frequency noise of a two-terminal conductor from scattering states, part 1}

(Sections cited here and not found follow in the second part.)

\section{From scattering states to the noise of one energy}

A conductor is connected through two leads, L and R, to two electron reservoirs. The current fluctuates even when every external parameter is constant. The problem is to find the strength of these fluctuations at zero frequency from the scattering properties of the conductor.

The electrons do not interact with each other, and they scatter elastically and coherently from a static potential. Both reservoirs have temperature $T$, and their chemical potentials are $\mu_L$ and $\mu_R$. The algebra uses atomic units, $\hbar=e=m=1$, where $e$ is the size of the electron charge. The symbol $V=\mu_L-\mu_R$ is the bias expressed as an energy, and $kT$ is the thermal energy. Current is counted as particles per unit time and is positive from L towards the conductor. The negative charge of the electron would reverse the sign of the mean current, but the noise is quadratic in the current and does not change. One spin direction is treated first. If the scattering is the same for both spins and does not mix them, their fluctuations are independent and the noise doubles.

With $\Delta I=I-\langle I\rangle$, the noise is defined by
\begin{equation}
S=2\int_{-\infty}^{\infty}dt\;C(t),\qquad
C(t)=\tfrac12\langle\Delta I(t)\Delta I(0)+\Delta I(0)\Delta I(t)\rangle .
\label{def}
\end{equation}
The factor 2 makes $S$ a spectral density over positive frequencies.

\subsection*{(a) The current operator}

Write the field in lead L in terms of incoming and outgoing waves. Find the current operator, and show which of its matrix elements survive between states of equal energy.

\paragraph{Solution.}
Far from the scatterer, lead L is a uniform guide with orthonormal transverse modes $\chi_n(y)$ and thresholds $E_n$. Let $x$ increase towards the conductor. A wave of energy $E$ in an open mode has wave number $k_n=\sqrt{2(E-E_n)}$ and, since $m=1$, velocity $v_n=k_n$. Closed modes decay away from the scatterer and are absent at the chosen cross section. The field operator is
\begin{equation}
\psi(x,y,t)=\int dE\,e^{-iEt}\sum_n\frac{\chi_n(y)}{\sqrt{2\pi k_n}}
\left[a_{Ln}(E)e^{ik_nx}+b_{Ln}(E)e^{-ik_nx}\right].
\label{field}
\end{equation}
Here $a_{Ln}$ belongs to the incoming wave and $b_{Ln}$ to the outgoing wave.

The prefactor normalizes the waves in energy. For plane waves,
\[
\int dx\,\frac{e^{i(k-k')x}}{2\pi\sqrt{kk'}}=\frac{\delta(k-k')}{k}=\delta(E-E'),
\]
because $dE=k\,dk$. The same normalization holds for complete scattering states. A wave packet built from them was, in the distant past, a purely incoming packet in a uniform lead, and unitary time evolution preserves all inner products. Hence
\begin{equation}
\{a_{\alpha m}(E),a^\dagger_{\beta n}(E')\}
=\delta_{\alpha\beta}\delta_{mn}\delta(E-E'),
\label{anti}
\end{equation}
where $\alpha,\beta$ are L or R. Bound states of the conductor, if there are any, are not fed by the reservoirs and are left out.

The particle current through the cross section is
\[
I=\int dy\,\frac{1}{2i}\left[\psi^\dagger\partial_x\psi-(\partial_x\psi^\dagger)\psi\right].
\]
Take a term $e^{-i\sigma kx}$ from $\psi^\dagger$, at energy $E$, and a term $e^{i\sigma'k'x}$ from $\psi$, at energy $E'$. The signs $\sigma,\sigma'$ are $+1$ for incoming and $-1$ for outgoing waves. The derivatives give
\[
\frac{1}{2i}\left[i\sigma'k'-(-i\sigma k)\right]=\frac{\sigma k+\sigma'k'}{2}.
\]
Orthonormality of the $\chi_n$ leaves equal mode indices. With the normalization factors, the coefficient of this product in the current is
\begin{equation}
\frac{1}{2\pi}\,\frac{\sigma k+\sigma'k'}{2\sqrt{kk'}}\,e^{i(\sigma'k'-\sigma k)x}.
\label{coef}
\end{equation}
At $E=E'$ we have $k=k'$. Two incoming waves then give $+1/2\pi$ and two outgoing waves give $-1/2\pi$, with no dependence on $x$. A product of one incoming and one outgoing wave has $\sigma k+\sigma'k'=0$ and vanishes.

The outgoing amplitudes follow from the scattering matrix, $b=sa$. In blocks,
\begin{equation}
\begin{pmatrix}b_L\\b_R\end{pmatrix}
=\begin{pmatrix}r&t'\\t&r'\end{pmatrix}
\begin{pmatrix}a_L\\a_R\end{pmatrix}.
\label{smatrix}
\end{equation}
In a stationary state, as many particles must leave as arrive. By the coefficients just found, this means $\sum|b|^2=\sum|a|^2$ for every choice of incoming amplitudes, so $s^\dagger s=1$. Each open mode has one incoming and one outgoing wave. The matrix is therefore square, and $ss^\dagger=1$ as well.

Substituting $b_L=\sum_\beta s_{L\beta}a_\beta$ gives
\begin{equation}
I(t)=\frac1{2\pi}\int dE\,dE'\,e^{i(E-E')t}
\sum_{\alpha\beta}a^\dagger_\alpha(E)A_{\alpha\beta}(E,E')a_\beta(E').
\label{current}
\end{equation}
Mode indices are summed by matrix multiplication. For unequal energies, $A$ contains the factors in \eqref{coef}. For equal energies it is
\begin{equation}
A_{\alpha\beta}(E,E)=\delta_{\alpha L}\delta_{\beta L}\,1
-s_{L\alpha}^\dagger s_{L\beta}.
\label{A}
\end{equation}

\subsection*{(b) Averages over the reservoirs}

Each incoming mode is filled independently by its reservoir. Find the average of a product of four operators, after subtraction of the product of the pair averages.

\paragraph{Solution.}
Divide the energy axis into small intervals of width $\delta$ and use discrete modes $c_i$ with $\{c_i,c_j^\dagger\}=\delta_{ij}$. The index $i$ stands for reservoir, transverse mode and energy interval. The state is a statistical mixture of occupation-number states, in which mode $i$ is occupied with probability
\[
f_i=\frac{1}{e^{(E_i-\mu_\alpha)/kT}+1},
\]
independently of the others. Thus $\langle c_i^\dagger c_j\rangle=\delta_{ij}f_i$.

In $\langle c_i^\dagger c_jc_k^\dagger c_l\rangle$ the operators must return every mode to its original occupation. There are three ways to do this.

\begin{enumerate}
\item If $i=j$ and $k=l$ with $i\ne k$, the average is $f_if_k$. This equals the product of the pair averages, and the difference is zero.
\item If $i=l$ and $j=k$ with $i\ne j$, move $c_i$ to the left past $c_jc_j^\dagger$. Two sign changes cancel, so
\[
\langle c_i^\dagger c_jc_j^\dagger c_i\rangle
=\langle c_i^\dagger c_i\,c_jc_j^\dagger\rangle=f_i(1-f_j).
\]
The product of pair averages is zero here.
\item If all four indices are equal, $(c_i^\dagger c_i)^2=c_i^\dagger c_i$ has average $f_i$. Subtracting $f_i^2$ leaves $f_i(1-f_i)$.
\end{enumerate}
All three cases are contained in
\begin{equation}
\langle c_i^\dagger c_jc_k^\dagger c_l\rangle
-\langle c_i^\dagger c_j\rangle\langle c_k^\dagger c_l\rangle
=\delta_{il}\delta_{jk}f_i(1-f_j).
\label{wick}
\end{equation}
This is the form of Wick's theorem needed here. The factor $f_i$ requires an occupied state from which a particle is removed, and $1-f_j$ requires an empty state to receive it.

To return to continuous energy, put $a(E_i)=c_i/\sqrt\delta$. Each Kronecker symbol for energy then appears as $\delta_{ij}/\delta$, which becomes $\delta(E-E')$. The symbols for reservoir and transverse mode remain.

\subsection*{(c) The noise as an energy integral}

Insert the current operator into the definition of $S$ and carry out the time integral. Relate $S$ to the growth of the variance of the transferred charge.

\paragraph{Solution.}
Let $I(t)$ carry energies $E_1,E_2$ and let $I(0)$ carry $E_3,E_4$. Equation \eqref{wick} sets $E_4=E_1$ and $E_3=E_2$, and it joins the matrix indices into a trace. With $E=E_1$ and $E'=E_2$,
\begin{align}
\langle\Delta I(t)\Delta I(0)\rangle
=\frac1{4\pi^2}\int dE\,dE'\,&e^{i(E-E')t}
\sum_{\alpha\beta}\operatorname{Tr}\left[A_{\alpha\beta}(E,E')A_{\beta\alpha}(E',E)\right]\nonumber\\
&\times f_\alpha(E)\left[1-f_\beta(E')\right].
\label{corr}
\end{align}
The correlation depends only on the difference of the two times. Therefore $\langle\Delta I(0)\Delta I(t)\rangle=\langle\Delta I(-t)\Delta I(0)\rangle$, and both operator orders have the same integral over all $t$. Symmetrization does not affect the noise at zero frequency.

The time integral is $\int dt\,e^{i(E-E')t}=2\pi\delta(E-E')$. It selects equal energies, so the simple matrix \eqref{A} suffices and the position of the cross section drops out. The prefactors combine as $2\cdot(1/4\pi^2)\cdot2\pi=1/\pi$, and
\begin{equation}
S=\frac1\pi\int dE\sum_{\alpha\beta}
\operatorname{Tr}(A_{\alpha\beta}A_{\beta\alpha})\,f_\alpha(1-f_\beta).
\label{Strace}
\end{equation}

The charge transferred in a time $\tau$ is $Q=\int_0^\tau I\,dt$. Its variance is a double integral of $C$, which reduces to one over the time difference $u$:
\begin{equation}
\operatorname{Var}Q=\int_0^\tau\!dt\int_0^\tau\!dt'\,C(t-t')
=\int_{-\tau}^{\tau}(\tau-|u|)\,C(u)\,du .
\label{var}
\end{equation}
If $C(u)$ and $|u|C(u)$ are integrable, the result at large $\tau$ is $S\tau/2$ plus a constant. The noise is then twice the growth rate of the charge variance.

\subsection*{(d) The traces}

Use unitarity to express the noise through the eigenvalues $T_n$ of $t^\dagger t$. Find the mean current as well.

\paragraph{Solution.}
The LL block of $s^\dagger s=1$ is $r^\dagger r+t^\dagger t=1$. The eigenvalues of $r^\dagger r$ are therefore $1-T_n$, and since neither matrix has negative eigenvalues, $0\le T_n\le1$. The LL block of $ss^\dagger=1$ is $rr^\dagger+t't'^\dagger=1$. Equation \eqref{A} gives
\begin{align}
A_{LL}&=1-r^\dagger r=t^\dagger t, & A_{LR}&=-r^\dagger t',\nonumber\\
A_{RL}&=-t'^\dagger r, & A_{RR}&=-t'^\dagger t'.
\label{blocks}
\end{align}
The first trace is $\operatorname{Tr}A_{LL}^2=\sum_nT_n^2$. For the RR term, the cyclic property of the trace gives
\[
\operatorname{Tr}A_{RR}^2=\operatorname{Tr}(t't'^\dagger)^2
=\operatorname{Tr}(1-rr^\dagger)^2=\sum_nT_n^2,
\]
because $rr^\dagger$ and $r^\dagger r$ have the same eigenvalues for a square matrix $r$. The mixed terms are equal to each other, again by the cyclic property:
\begin{align}
\operatorname{Tr}A_{LR}A_{RL}
&=\operatorname{Tr}r^\dagger t't'^\dagger r
=\operatorname{Tr}r^\dagger(1-rr^\dagger)r\nonumber\\
&=\operatorname{Tr}\left[r^\dagger r-(r^\dagger r)^2\right]
=\sum_n\left[(1-T_n)-(1-T_n)^2\right]\nonumber\\
&=\sum_nT_n(1-T_n).
\label{mixed}
\end{align}
The noise becomes
\begin{align}
S=\frac1\pi\int dE\sum_n\Big\{
&T_n^2\left[f_L(1-f_L)+f_R(1-f_R)\right]\nonumber\\
+&T_n(1-T_n)\left[f_L(1-f_R)+f_R(1-f_L)\right]\Big\}.
\label{general}
\end{align}
In this expression $T_n$ may depend on energy. The scattering matrix enters only through the eigenvalues $T_n$. For one mode per lead this means that the phases of the amplitudes drop out. With several modes the $T_n$ still depend on the relative phases of the elements of $t$.

The mean current needs the pair average alone, which sets $\alpha=\beta$ and $E=E'$. Since $\operatorname{Tr}A_{LL}=\sum T_n$ and $\operatorname{Tr}A_{RR}=-\sum T_n$,
\begin{equation}
\langle I\rangle=\frac1{2\pi}\int dE\sum_nT_n(f_L-f_R).
\label{mean}
\end{equation}

The braces in \eqref{general} are also the variance of the net number of particles entering from L when each incoming mode is a single discrete mode. This can be tested in a many-body space small enough to write out. For a random scattering matrix with $T_n=0.3017$ and $0.8343$, and occupations $f_L=0.8$ and $f_R=0.3$, the sums are $\sum T_n^2=0.7871$ and $\sum T_n(1-T_n)=0.3489$. The formula gives
\[
0.7871(0.16+0.21)+0.3489(0.56+0.06)=0.508,
\]
in agreement with the variance computed directly from the 16-dimensional density matrix.

\section{Thermal averages, limits and a worked conductor}

The second half uses the following symbols and results. The $T_n$ are the eigenvalues of $t^\dagger t$, $f_L$ and $f_R$ are the Fermi functions of the reservoirs, $V=\mu_L-\mu_R$ is the bias as an energy, and $S$ is twice the time integral of the symmetrized current correlation. For one spin and $\hbar=e=m=1$, the noise is the energy integral \eqref{general} and the mean current is \eqref{mean}. At long times the variance of the transferred charge grows at the rate $S/2$.

\subsection*{(e) Constant transmission}

Suppose that the $T_n$ are constant over the energies at which the Fermi factors in the noise are appreciable, and that band edges lie far outside this range. Evaluate the integrals.

\paragraph{Solution.}
The $T_n$ can be taken out of the integrals, whose limits may be extended to $\pm\infty$. For one reservoir, put $z=(E-\mu)/kT$. Differentiating $f=1/(e^z+1)$ gives
\[
\frac{\partial f}{\partial E}=-\frac1{kT}\frac{e^z}{(e^z+1)^2}
=-\frac{f(1-f)}{kT},
\]
because $1-f=e^z/(e^z+1)$. Hence
\begin{equation}
\int dE\,f(1-f)=-kT\int dE\,\frac{\partial f}{\partial E}
=-kT\,(0-1)=kT.
\label{intsame}
\end{equation}
The two reservoirs together contribute $2kT$.

For the mixed factors, use $f_\alpha/(1-f_\alpha)=e^{-(E-\mu_\alpha)/kT}$. The energy cancels in the ratio
\[
\frac{f_R(1-f_L)}{f_L(1-f_R)}
=e^{(\mu_R-\mu_L)/kT}=e^{-V/kT}.
\]
The difference and the sum of the two mixed products are therefore
\begin{align}
f_L-f_R&=f_L(1-f_R)-f_R(1-f_L)
=(1-e^{-V/kT})\,f_L(1-f_R),\nonumber\\
f_L(1-f_R)+f_R(1-f_L)&=(1+e^{-V/kT})\,f_L(1-f_R).\nonumber
\end{align}
Dividing the second line by the first gives
\begin{equation}
f_L(1-f_R)+f_R(1-f_L)
=\coth\!\left(\frac{V}{2kT}\right)(f_L-f_R).
\label{coth}
\end{equation}
The integral of $f_L-f_R$ is $V$. It vanishes for $\mu_L=\mu_R$, and its derivative with respect to $\mu_L$ is $\int(-\partial f_L/\partial E)\,dE=1$. The mixed integral is thus $V\coth(V/2kT)$, and
\begin{equation}
S=\frac1\pi\left[2kT\sum_nT_n^2
+V\coth\!\left(\frac{V}{2kT}\right)\sum_nT_n(1-T_n)\right].
\label{main}
\end{equation}
To restore units, replace the energy $V$ by $eV$, where $V$ is now a voltage. A current is an energy times $e/\hbar$, and this noise is an energy times $e^2/\hbar$:
\begin{equation}
S=\frac{e^2}{\pi\hbar}\left[2kT\sum_nT_n^2
+eV\coth\!\left(\frac{eV}{2kT}\right)\sum_nT_n(1-T_n)\right].
\label{units}
\end{equation}
This is the result for one spin. Below, $V$ is again an energy.

The noise of independent electrons is now an energy integral over the transmission eigenvalues and Fermi functions, and for constant transmission it takes the closed form \eqref{main}. It remains to interpret the two terms of that formula, to check the noise against the time evolution of a finite chain, and to work out the example of a barrier in a narrow strip.
